# Building and labelling the energy levels of open shells in crystals, part 2

The task is to build and label the energy matrix of $n$ electrons in a single configuration $l^n$, in Hartree atomic units:

$$H=H_C+H_{SO}+H_{CF},\quad H_C=\sum_{i<j}\frac1{r_{ij}},\quad H_{SO}=\zeta\sum_i \mathbf l_i\cdot\mathbf s_i,\quad H_{CF}=\sum_i V(\hat{\mathbf r}_i).$$

Spin orbitals are numbered $p=2(m+l)+\sigma$ ($\sigma=0$ up, $1$ down). A determinant is an integer $D$ whose set bits are the occupied $p$, created in ascending order. Applying $a_p$ or $a_p^\dagger$ gives $(-1)^{N_<}$, where $N_<$ counts set bits below $p$. One-body operators are $\sum_{pr}h_{pr}a_p^\dagger a_r$; pair operators are

$$\sum_{i<j}g(i,j)=\sum_{p<q,\;r<s}\langle pq\|rs\rangle\,a_p^\dagger a_q^\dagger a_sa_r,\qquad \langle pq\|rs\rangle=\langle pq|rs\rangle-\langle pq|sr\rangle .$$

With $C^k_q=\sqrt{4\pi/(2k+1)}\,Y_{kq}$, $c^k(m,m')=\langle lm|C^k_{m-m'}|lm'\rangle$ and Slater integrals $F^k$,

$$\langle m_1m_2|m_3m_4\rangle=\delta_{m_1+m_2,\,m_3+m_4}\sum_kF^k\,c^k(m_1,m_3)\,c^k(m_4,m_2),$$

times spin deltas. Occupied pairs contribute $\mathcal J(m,m')=\sum_kF^kc^k(m,m)c^k(m',m')$, minus $\mathcal K(m,m')=\sum_kF^kc^k(m,m')^2$ for equal spins.

For $d$ electrons, $F_2=F^2/49$, $F_4=F^4/441$, $A=F^0-49F_4$, $B=F_2-5F_4$, $C=35F_4$. The $d^2$ terms are ${}^3F$: $A-8B$; ${}^3P$: $A+7B$; ${}^1D$: $A-3B+2C$; ${}^1G$: $A+4B+2C$; ${}^1S$: $A+14B+7C$. The $d^3$ illustrations use $F^2=0.4$, $F^4=0.25\ E_h$.

The field is $V=\sum_{kq}B_{kq}C^k_q$. With $Q$ the greatest common divisor of the $q$ present, $2\mu=2M_J \bmod 2Q$ is conserved and labels the blocks. For an octahedron with $z$ fourfold, $Q=4$, $B_{4,\pm4}=\sqrt{5/14}\,B_{40}$ and $Dq=B_{40}/21$. In units of $Dq$, $V$ has diagonal $6,-4,1$ for $|m|=0,1,2$ and $5$ between $m=\pm2$: $e$ lies at $+6Dq$, $t_2$ at $-4Dq$, and $\Delta=10Dq$. With $z$ threefold, $B_{40}=-14Dq$ and $|B_{43}|=2\sqrt{70}\,Dq$.

Up to a constant and complex conjugation, $d^8$ is $d^2$ with $\zeta\to-\zeta$, $B_{kq}\to-B_{kq}$. Without a field it has nine levels, $J=4,4,3,2,2,2,1,0,0$. For $d^2$, $|a\rangle=(1\!\uparrow,2\!\uparrow)$ is ${}^3F_4$ and $|b\rangle=(2\!\uparrow,2\!\downarrow)$ is ${}^1G_4$; relative to $E({}^3F)$,

$$H_{M_J=4}=\begin{pmatrix}\tfrac32\zeta&-\zeta\\-\zeta&12B+2C\end{pmatrix}.$$

## Labels

Which of $S,L,J$ survive depends on the terms present. $H_C$ conserves all three. $H_{SO}$ commutes with $\mathbf J$, since $\mathbf l_i\cdot\mathbf s_i=\tfrac12(j_i^2-l_i^2-s_i^2)$, but the element $-\zeta$ above shows that it mixes $S$ and $L$. $H_{CF}$ does not act on spin and conserves $S$, but not in general $L$ or $J$. With all three terms, an eigenstate in general has no definite $S$, $L$ or $J$ and is described by its weights on the $SLJ$ subspaces; an exception forced by symmetry appears in the worked example.

The squares need no new machinery. For $\mathbf T=\sum_i\mathbf t_i$,

$$T^2=\sum_i t_i^2+2\sum_{i<j}\mathbf t_i\cdot\mathbf t_j,$$

a one-body operator plus a pair operator with $\langle pq|rs\rangle=2\sum_{\alpha}(t_\alpha)_{pr}(t_\alpha)_{qs}$. $S^2$, $L^2$, $J^2$ commute with $J_z$, so they stay inside a block, and they commute with one another. One diagonalization finds their common eigenvectors. Let $K=S^2+\sqrt2L^2+\sqrt3J^2$. Two label sets share an eigenvalue of $K$ only if $x+\sqrt2y+\sqrt3z=0$ for rational differences $x,y,z$. Squaring $x+\sqrt2y=-\sqrt3z$ gives $2\sqrt2\,xy$ rational, so $xy=0$, and then $\sqrt3$ or $\sqrt{3/2}$ would be rational unless all three vanish. The eigenspaces of $K$ are thus exactly the $SLJ$ subspaces. Each label $j$ is read from the expectation value $\tau=j(j+1)$ as $2j=\sqrt{1+4\tau}-1$.

With $u_\nu$ the eigenvectors of $K$ and $\psi_i$ the $g$ eigenvectors of one level of $H$, gathered from all blocks,

$$w_{SLJ}=\frac1g\sum_{i=1}^g\sum_{\nu\in SLJ}|\langle u_\nu|\psi_i\rangle|^2=\frac1g\mathrm{Tr}\,(P_{\rm level}P_{SLJ}).$$

The trace does not depend on the basis chosen inside the level, nor on the orientation of the axes, because $P_{SLJ}$ is invariant under rotations. The weights sum to one.

Two limits of this labelling appear in $d^3$. Let $n(M_S,M_L)$ count determinants. Every term with $S\ge M_S$ and $L\ge M_L$ contributes one state, so a difference in each index isolates the number of terms:

$$N(S,L)=n(S,L)-n(S,L+1)-n(S+1,L)+n(S+1,L+1).$$

Two up spins can have $M_L=3,2,1,0$ in $1,1,2,2$ ways. Adding one down spin with $|m|\le2$ gives $n(\tfrac12,2)=6$ and $n(\tfrac12,3)=4$, while three up spins give $n(\tfrac32,2)=n(\tfrac32,3)=1$. So $N(\tfrac12,2)=6-4-1+1=2$: the term ${}^2D$ occurs twice, and $w_{SLJ}$ is the sum over both. Diagonalizing $H_C$ numerically in the columns $u_\nu$ with $S=\tfrac12$, $L=2$ separates them, at $-0.0464$ and $0.1314\ E_h$ for $F^0=0$ and the parameters above. The second limit is accidental degeneracy. The determinant $(1\!\uparrow,2\!\uparrow,2\!\downarrow)$ is pure ${}^2H$, with $\mathcal J(2,2)+2\mathcal J(2,1)-\mathcal K(2,1)=3F^0-6F_2-12F_4=3A-6B+3C=-0.055782\ E_h$. The restricted diagonalization finds ${}^2P$ at the same energy. A diagonalization of $H_C$ alone returns arbitrary mixtures in a 28-fold level, whose ${}^2H$ weight $22/28=0.786$ is only a ratio of dimensions. When $H$ commutes with a label, it should be diagonalized inside the subspace of that label.

For even $n$ on an octahedral site the set of $\mu$ values in a level also names its representation. All states of $l^n$ have one parity, so the rotation group $O$ suffices, with representations of dimension $1,1,2,3,3$. A fourfold rotation about $z$ multiplies a state by $e^{-i\pi\mu/2}$, and sends $x\to y$, $y\to-x$. The model functions are $1$ for $A_1$; $xyz$ for $A_2$; $3z^2-r^2$, $x^2-y^2$ for $E$; $z$, $x\pm iy$ for $T_1$; and $xy$, $(x\pm iy)z$ for $T_2$. They give

$$A_1\{0\},\quad A_2\{2\},\quad E\{0,2\},\quad T_1\{0,\pm1\},\quad T_2\{2,\pm1\}.$$

The five sets differ, so the assignment is unique unless two levels coincide by accident. The same functions give the characters $1,1,-1,0,0$ under the cyclic permutation of axes, and $1,-1,0,-1,1$ under the twofold rotation $x\leftrightarrow y$, $z\to-z$. A multiplet $J$ has character $1+2\sum_{M=1}^J\cos M\omega$ for angle $\omega$. Its three counts of $\mu=0,1,2$ and these two characters are five linear equations for five multiplicities. For $J=3$ the counts are $1,2,2$ and the characters $1,-1$, solved by $A_2+T_1+T_2$. Likewise $J=0,1,2,4$ give $A_1$, $T_1$, $E+T_2$ and $A_1+E+T_1+T_2$. The nine levels of $d^8$ therefore yield $4A_1+A_2+5E+4T_1+6T_2$, twenty levels.

## The algorithm for any shell

1. Compute $c^k(m,m')$, and from them $\langle pq\|rs\rangle$ and the one-electron matrix $h=\zeta\,\mathbf l\cdot\mathbf s+V$.
2. Find $Q$, list the integers with $n$ set bits among $4l+2$, and sort them by $2M_J \bmod 2Q$.
3. In each block, for each ket $D$, loop over occupied $r$ and over occupied pairs $r<s$. Apply the operators from right to left with the factor $(-1)^{N_<}$ at each step, and add integral times sign at the row of the resulting integer. A result outside the block signals a wrong $Q$.
4. Build $S^2$, $L^2$, $J^2$ by the same loops and diagonalize $K$.
5. Diagonalize $H$, collect equal energies across blocks into levels, and form $w_{SLJ}$ and the list of $\mu$.

## Worked example: a model d⁸ ion on an octahedral site

The round parameters are $F^2=0.4$, $F^4=0.25$, $\zeta=0.003$, $\Delta=10Dq=0.040\ E_h$, and $F^0=0$. Digits beyond the second or third serve only to follow the arithmetic of the model. The derived constants are $A=-49(0.25)/441=-0.027778$, $B=0.4/49-5(0.25)/441=0.005329$, $C=35(0.25)/441=0.019841$, $B_{40}=21(0.004)=0.0840$ and $B_{44}=0.0502\ E_h$. On the threefold axis they would be $B_{40}=-0.0560$ and $|B_{43}|=0.0669\ E_h$.

**Coulomb terms.** Above ${}^3F$ lie ${}^1D$ at $5B+2C=0.066327$, ${}^3P$ at $15B=0.079932$, ${}^1G$ at $12B+2C=0.103628$ and ${}^1S$ at $22B+7C=0.256122\ E_h$.

**Spin-orbit coupling without the field.** The operator $\sum_il_{i\alpha}s_{i\beta}$ is a vector under $\mathbf L$ in $\alpha$ and under $\mathbf S$ in $\beta$. By the Wigner–Eckart theorem, used once for each, it is proportional to $L_\alpha S_\beta$ inside one term, so $H_{SO}$ acts there as $\lambda\,\mathbf L\cdot\mathbf S=\tfrac\lambda2[J(J+1)-L(L+1)-S(S+1)]$. In ${}^3F$ the eigenvalues of $\mathbf L\cdot\mathbf S$ are $3,-1,-4$ for $J=4,3,2$. The state $|a\rangle$ with $\zeta\to-\zeta$ gives $3\lambda=-\tfrac32\zeta$, so $\lambda=-\zeta/2$ and the first-order shifts are $-0.0045$, $+0.0015$, $+0.0060\ E_h$. The exact $J=4$ gap comes from the two-by-two matrix:

$$\sqrt{(0.103628+0.0045)^2+4(0.003)^2}=0.108294\ E_h .$$

Each level has moved by half the increase over $0.108128$, that is $0.000083\ E_h$, and the admixture is about $(0.003/0.108)^2\approx0.001$. Only one $J=3$ level exists, so its first-order energy is exact, and it lies $0.0015+0.0045+0.000083=0.006083\ E_h$ above the ground level. Numerical diagonalization of the $M_J$ blocks gives the rest: ${}^3F_2$ at $0.0102$, ${}^1D_2$ at $0.0698$, ${}^3P_2$ at $0.0844$, ${}^3P_1$ at $0.0860$, ${}^3P_0$ at $0.0872$ and ${}^1S_0$ at $0.2610\ E_h$. The strongest mixing is between ${}^1D_2$ and ${}^3P_2$, with leading weights $0.897$ and $0.902$. These two terms have the smallest Coulomb separation, $0.0136\ E_h$, of any pair that shares a $J$.

**Crystal field without spin-orbit coupling.** The triplets are found from two holes with parallel spins in the field $-V$. At $\zeta=0$ and fixed $M_S$, $M_L \bmod 4$ is conserved. The ten states are ${}^3F\to A_2+T_1+T_2$ and ${}^3P\to T_1$. The block $M_L\equiv2$ holds $\{4,8\}$ and $\{0,4\}$, with $M_L=\pm2$, both pure ${}^3F$. The diagonal of $-V$ is $-(6+1)Dq$. The move $a_0^\dagger a_8$ on $\{4,8\}$ has sign $-$, which turns $-5Dq$ into $+5Dq$. The eigenvalues are $-12Dq$ and $-2Dq$. Only one state with $M_S=1$ has both holes in $e$ and reaches $-12Dq$, so this is ${}^3A_2$, and ${}^3T_2$ lies exactly $\Delta$ above it for any $B$ and $C$.

The block $M_L\equiv0$ holds $(-2,2)$ and $(-1,1)$ and contains one partner of each ${}^3T_1$. The field is diagonal here, $-2Dq$ and $+8Dq$, since the move $2\leftrightarrow-2$ is blocked in the first state and absent in the second. The Coulomb diagonal is $4F_2-69F_4$ and $-5F_2-24F_4$, that is $12B$ and $3B$ above ${}^3F$. The off-diagonal element is $\sum_k F^k[c^k(-1,-2)c^k(2,1)-c^k(-1,2)c^k(-2,1)]=-6F_2-5F_4+35F_4=-6B$. Relative to ${}^3A_2$,

$$\begin{pmatrix}12B+\Delta&-6B\\-6B&3B+2\Delta\end{pmatrix},\qquad E_\mp=\tfrac12\left[15B+3\Delta\mp\sqrt{(15B-\Delta)^2+12B\Delta}\right],$$

where $(9B-\Delta)^2+144B^2=(15B-\Delta)^2+12B\Delta$ was used. For $B\to0$ the roots are $\Delta$ and $2\Delta$, the strong-field configurations. For $\Delta\to0$ they are $0$ and $15B$, with eigenvectors $F=(1,2)/\sqrt5$ and $P=(2,-1)/\sqrt5$. In that basis $\mathrm{diag}(\Delta,2\Delta)$ has elements $1.8\Delta$ ($FF$), $1.2\Delta$ ($PP$) and $-0.4\Delta$ ($FP$), and the last is the element through which the field breaks $L$. Here the root is $\sqrt{0.039932^2+12(0.005329)(0.040)}=0.064439$, so the ${}^3T_1$ levels lie at $(0.199932\mp0.064439)/2$, that is $0.067746$ and $0.132185\ E_h$. The three triplet excitations are $1.09$, $1.84$ and $3.60$ eV. The ${}^3P$ amplitude ratio in the lower root is $(0.072-0.067746)/0.016=0.266$, a weight of $0.066$.

**All three terms.** Dense numerical diagonalization of the blocks of size 13, 10, 12, 10 gives the twenty levels, in $E_h$ above the lowest.

| $E$ | irrep | triplet weight | leading weights |
|---|---|---|---|
| 0 | $T_2$ | 0.9994 | ${}^3F_4$ 0.523, ${}^3F_3$ 0.302 |
| 0.03873 | $E$ | 0.9939 | ${}^3F_4$ 0.769, ${}^3F_2$ 0.225 |
| 0.03941 | $T_1$ | 0.9996 | ${}^3F_3$ 0.521, ${}^3F_4$ 0.478 |
| 0.04128 | $T_2$ | 0.9985 | ${}^3F_2$ 0.466, ${}^3F_4$ 0.420 |
| 0.04201 | $A_2$ | 1.0000 | ${}^3F_3$ 1.000 |
| 0.06403 | $A_1$ | 0.9974 | ${}^3F_4$ 0.944, ${}^3P_0$ 0.054 |
| 0.06648 | $T_1$ | 0.9993 | ${}^3F_4$ 0.485, ${}^3F_3$ 0.455 |
| 0.06935 | $E$ | 0.8661 | ${}^3F_2$ 0.597, ${}^3F_4$ 0.196 |
| 0.07045 | $T_2$ | 0.9987 | ${}^3F_3$ 0.542, ${}^3F_2$ 0.335 |
| 0.08058 | $E$ | 0.1418 | ${}^1D_2$ 0.644, ${}^1G_4$ 0.215 |
| 0.11513 | $T_2$ | 0.0773 | ${}^1D_2$ 0.805, ${}^1G_4$ 0.118 |
| 0.12753 | $A_1$ | 0.0158 | ${}^1G_4$ 0.937, ${}^1S_0$ 0.048 |
| 0.13161 | $E$ | 0.9961 | ${}^3P_2$ 0.923, ${}^3F_2$ 0.050 |
| 0.13272 | $T_2$ | 0.9241 | ${}^3P_2$ 0.852, ${}^1D_2$ 0.058 |
| 0.13393 | $T_1$ | 0.9970 | ${}^3P_1$ 0.938, ${}^3F_4$ 0.035 |
| 0.13506 | $A_1$ | 0.9852 | ${}^3P_0$ 0.934, ${}^3F_4$ 0.051 |
| 0.14426 | $T_1$ | 0.0041 | ${}^1G_4$ 0.996 |
| 0.17215 | $E$ | 0.0022 | ${}^1G_4$ 0.759, ${}^1D_2$ 0.239 |
| 0.17485 | $T_2$ | 0.0019 | ${}^1G_4$ 0.864, ${}^1D_2$ 0.134 |
| 0.31359 | $A_1$ | 0.0016 | ${}^1S_0$ 0.952, ${}^1G_4$ 0.046 |

The first four excitations, which come from ${}^3T_2$, lie at $1.05$, $1.07$, $1.12$ and $1.14$ eV, on both sides of $\Delta=1.09$ eV. For these parameters, with $\zeta\ll\Delta$, $S$ is nearly good for most levels, $L$ is fair, and $J$ is strongly mixed in the $E$, $T_1$ and $T_2$ levels derived from ${}^3F$, where no single $J$ carries more than $0.79$ of the weight, while the $A_2$ level is pure ${}^3F_3$ and the $A_1$ level at $0.06403$ is $0.944$ ${}^3F_4$.

The loss of $J$ in the ground level is present even as $\zeta\to0$. The orbital state $A_2$ is an equal mixture of $M_L=\pm2$, so $\langle L_z\rangle=0$, $\langle L_z^2\rangle=4$, and $L_z$ turns it into twice its ${}^3T_2$ partner. Cubic symmetry gives the same for $x$ and $y$. A rotation by $\pi$ about the cube axis $\alpha$ leaves the $A_2$ state and $L_\alpha$ unchanged and reverses $L_\beta$ for $\beta\ne\alpha$. It therefore reverses $L_\alpha L_\beta$, so those averages vanish. Hence $\langle\mathbf L\cdot\mathbf S\rangle=0$ and $\langle(\mathbf L\cdot\mathbf S)^2\rangle=4S(S+1)=8$. The equations $w_4+w_3+w_2=1$, $3w_4-w_3-4w_2=0$, $9w_4+w_3+16w_2=8$ give $w_4=\tfrac37$, $w_3=\tfrac13$, $w_2=\tfrac5{21}$. At finite $\zeta$ the coupling to ${}^3T_2$ lowers the level, in second order, by $8\lambda^2/\Delta=8(0.0015)^2/0.040=0.00045\ E_h$. The derivative of this energy with respect to $\lambda$ gives $\langle\mathbf L\cdot\mathbf S\rangle=-16\lambda/\Delta=0.60$ at leading order. The computed weights $0.523$, $0.302$, $0.174$ give $3(0.523)-0.302-4(0.174)=0.57$, so the shift towards $J=4$ has this origin, with a remainder of $0.03$ relative to the leading-order value.

One level keeps all its labels exactly. $A_2$ occurs once, in ${}^3F_3$, so that state is an eigenstate of each term of $H$ separately. It belongs to ${}^3T_2$, since in the product of an orbital representation with the spin triplet $T_1$ the characters admit $A_2$ only for orbital $T_2$. Its energy is $\Delta+0.0015=0.0415\ E_h$ above the unperturbed ${}^3A_2$. The computed gap of $0.042006\ E_h$ then means that the ground level is lowered by $0.00051\ E_h$ in all. The second-order triplet estimate accounts for $0.00045$ of this. The remainder is left to the singlet admixture, of weight $0.0006$, and to higher orders, which are not separated here.

The spin label weakens in two pairs. The $E$ levels at $0.06935$ and $0.08058$ have triplet weights $0.866$ and $0.142$, and the $T_2$ levels at $0.11513$ and $0.13272$ have $0.077$ and $0.924$. In each pair the weights sum to nearly one, as they would if one singlet and one triplet of the same representation mixed mainly with each other across a gap of a few $\zeta$. That reading is inferred from the weights and is not derived. Naming such a level by its largest weight remains possible, but the name then describes only part of the state: for the level at $0.08058\ E_h$, "${}^1D_2$" covers $0.644$ of it.
